# Finite-difference α² sensitivities and the opposite signs of s–p and d–p transitions

## A one-electron ion first

Take one electron bound to a point nucleus of charge $Z$. In Hartree atomic units the speed of light is $c=1/\alpha$, and the Dirac energy without the rest energy is

$$E=\frac{1}{\alpha^2}\left[(1+y)^{-1/2}-1\right],\qquad y=\frac{\alpha^2Z^2}{\left(n-k+\sqrt{k^2-\alpha^2Z^2}\right)^2},$$

with $k=j+\tfrac12$. For small $\alpha Z$ the root is $k-\alpha^2Z^2/(2k)$, so the bracket in the denominator is $n-\alpha^2Z^2/(2k)$ and

$$y\simeq\frac{\alpha^2Z^2}{n^2}\left(1+\frac{\alpha^2Z^2}{nk}\right).$$

Inserting this in $(1+y)^{-1/2}-1\simeq-y/2+3y^2/8$ gives

$$E\simeq-\frac{Z^2}{2n^2}-\frac{\alpha^2Z^4}{2n^3}\left(\frac1k-\frac{3}{4n}\right).$$

The bracket is positive because $k\le n$. A larger $\alpha$ therefore lowers every level, and it lowers levels of small $j$ most. For $n=3$ the bracket is $3/4$ for s$_{1/2}$ and p$_{1/2}$, $1/4$ for p$_{3/2}$ and d$_{3/2}$, and $1/12$ for d$_{5/2}$. In this ion p$_{1/2}$ lies below d$_{3/2}$, and the signed difference $E(\mathrm p_{1/2})-E(\mathrm d_{3/2})$ becomes more negative as $\alpha$ grows, since p$_{1/2}$ falls more. The interval from s$_{1/2}$ to p$_{3/2}$ increases, since s falls more.

An atom with a core adds a second effect: the core also responds to $\alpha$ and changes the potential of the valence electron. For the 5d levels of the Ba⁺ model computed below this turns out to be the larger effect.

## The quantity to compute

Let $\alpha_0$ be the physical fine-structure constant and

$$x=\frac{\alpha^2}{\alpha_0^2}-1,\qquad \omega(x)=\omega(0)+qx+O(x^2),\qquad q=\left.\frac{d\omega}{dx}\right|_{x=0}.$$

The electron mass, $e$ and $\hbar$ are held fixed, so the hartree is fixed and only $c$ varies. The nuclear radius in bohr is fixed too. Here $\omega$ is the upper energy minus the lower, so $q=q_{\rm up}-q_{\rm low}$ with $q_i=d\varepsilon_i/dx$. Exchanging the two states reverses the sign of $q$.

At $x=0$, $dx=2\,d\alpha/\alpha$. Hence

$$\frac{d\omega}{\omega}=K\frac{d\alpha}{\alpha},\qquad K=\frac{2q}{\omega}.$$

For two lines, $d\ln(\omega_1/\omega_2)=(K_1-K_2)\,d\alpha/\alpha$. The energy unit cancels in this ratio, and lines with opposite signs of $q$ add their sensitivities.

## Model and radial equations

The model is one valence electron outside a closed-shell core, as in Ca⁺, Sr⁺ and Ba⁺. The core is a Dirac–Kohn–Sham solution with local exchange. Its potential is

$$V=V_{\rm nuc}+V_H[n]+v_x(n),\qquad v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.$$

The core density is $n=\rho/(4\pi r^2)$, where $\rho$ sums $2|\kappa|(P^2+Q^2)$ over filled shells. A Gaussian nucleus of rms radius $R$ gives $V_{\rm nuc}=-Z\,\mathrm{erf}(\sqrt{3/2}\,r/R)/r$.

Valence energies are eigenvalues in this core potential. At large $r$ it tends to $-2/r$: the core holds $Z-2$ electrons and the exchange term decays exponentially. The model omits correlation, polarization of the core by the valence electron, the Breit interaction, QED, and relativistic corrections to the exchange functional.

The large and small radial components $P,Q$, normalized by $\int(P^2+Q^2)dr=1$, obey

$$cD^\dagger Q=(\varepsilon-V)P,\qquad cDP=(\varepsilon-V+2c^2)Q,$$

$$D=\frac{d}{dr}+\frac{\kappa}{r},\qquad D^\dagger=-\frac{d}{dr}+\frac{\kappa}{r}.$$

The values $\kappa=-1,1,-2,2,-3$ denote s$_{1/2}$, p$_{1/2}$, p$_{3/2}$, d$_{3/2}$, d$_{5/2}$.

## A matrix equation in α²

Write $\lambda=\alpha^2$ and $Q=(\alpha/2)DX$. Expand $P=\sum_ip_ib_i$ and $X=\sum_ix_ib_i$ in B-splines that vanish at both ends of the radial box. Define

$$S_{ij}=\int b_ib_j\,dr,\quad V_{ij}=\int b_iVb_j\,dr,$$
$$T_{ij}=\tfrac12\int(Db_i)(Db_j)\,dr,\quad W_{ij}=\int(Db_i)V(Db_j)\,dr.$$

Since $c\alpha=1$, the first radial equation is $\tfrac12D^\dagger DX=(\varepsilon-V)P$. Multiply by $b_i$, integrate, and move $D^\dagger$ onto $b_i$ by parts; the boundary term vanishes with $b_i$. The result is $Tx+Vp=\varepsilon Sp$.

Multiply the second equation by $(\alpha/2)Db_i$ and integrate. The left side is $\tfrac12\int(Db_i)(DP)dr=(Tp)_i$. On the right, $Q$ supplies another $\alpha/2$, so the prefactor is $\lambda/4$:

$$Tp=\frac\lambda4\left(2\varepsilon T-W\right)x+\frac{\lambda}{4}\,2c^2\,(2T)x=\frac{\lambda}{2}\varepsilon Tx-\frac\lambda4Wx+Tx.$$

Together,

$$\underbrace{\begin{pmatrix}V&T\\T&\frac\lambda4W-T\end{pmatrix}}_{A}\begin{pmatrix}p\\x\end{pmatrix}=\varepsilon\underbrace{\begin{pmatrix}S&0\\0&\frac\lambda2T\end{pmatrix}}_{M}\begin{pmatrix}p\\x\end{pmatrix}.$$

At fixed $V$ both matrices are linear in $\lambda$. As $\lambda\to0$ the second row gives $x=p$, and the first becomes $(T+V)p=\varepsilon Sp$. This is the Schrödinger equation, because

$$D^\dagger DP=-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}=-P''+\frac{\kappa(\kappa+1)}{r^2}P$$

and $\kappa(\kappa+1)=l(l+1)$. At $\lambda=0$ itself $M$ is singular, so the reduced equation must be solved instead.

The link between $Q$ and $DX$ matters for stability. Suppose $Q$ had its own orthonormal basis $f_j$. For large $c$ its coefficients would be $\int f_jDP\,dr/(2c)$, and the kinetic energy would be $\tfrac12\sum_j|\int f_jDP\,dr|^2$. By Bessel's inequality this is at most $\tfrac12\int(DP)^2dr$. A basis that cannot represent $DP$ therefore underestimates the kinetic energy and can give levels that are too low.

## Direct and indirect parts

Let $v=(p,x)^T$ with $v^TMv=1$, and differentiate $v^T(A-\varepsilon M)v=0$. The terms containing $dv$ vanish because $(A-\varepsilon M)v=0$ and the matrices are symmetric. What remains is

$$d\varepsilon=v^T(dA-\varepsilon\,dM)v.$$

First vary $\lambda$ at fixed $V$. At $x=0$ a derivative with respect to the variable $x=\alpha^2/\alpha_0^2-1$ equals $\lambda\,d/d\lambda$, so with the coefficient vector $x$ on the right

$$q_{\rm dir}=\lambda\,x^T\left(\tfrac14W-\tfrac12\varepsilon T\right)x.$$

Since $Q^2=(\lambda/4)(DX)^2$, the first term is $\int VQ^2dr$ and the second is $-\varepsilon\int Q^2dr$:

$$\boxed{q_{\rm dir}=-\int(\varepsilon-V)Q^2\,dr.}$$

Next vary $V$ at fixed $\lambda$. The blocks $V$ and $\lambda W/4$ change, and

$$\boxed{q_{\rm ind}=\int(P^2+Q^2)\frac{dV}{dx}\,dr.}$$

By the chain rule $q_i=q_{\rm dir}+q_{\rm ind}$. This is an identity for the derivative; separate finite differences satisfy it up to $O(h^2)$.

The hydrogen-like 1s state shows the factors. There $P=2Z^{3/2}re^{-Zr}$ and $DP=P'-P/r=-ZP$. To leading order $X=P$, so $Q^2=\alpha^2Z^2P^2/4$. With $\varepsilon=-Z^2/2$ and $\langle1/r\rangle=Z$,

$$q_{\rm dir}=-\frac{\alpha^2Z^2}{4}\left(-\frac{Z^2}{2}+Z^2\right)=-\frac{\alpha^2Z^4}{8},$$

which agrees with the opening formula for $n=k=1$.

The region where $\varepsilon>V$ contributes negatively to the direct part, and the outer tail where $\varepsilon<V$ contributes positively. Each is weighted by $|\varepsilon-V|$, so the sign follows from the weighted integral and not from the share of $Q^2$ alone; it is negative for all five Ba⁺ levels below. For $l>0$ the region $\varepsilon>V$ includes the inner zone where the centrifugal term forbids classical radial motion. Just outside the nucleus $\varepsilon-V\approx Z/r$, so small-component density there has a large weight. The region is small, however: in Ba⁺ the space within ten nuclear radii supplies less than 1% of the direct part of each of the five levels.

How much small-component density lies close to the nucleus depends on $j$ as well as $l$. Inside a finite nucleus $P\sim r^{l+1}$, and $DP$ starts as $(l+1+\kappa)r^l$. For $j=l-\tfrac12$, $\kappa=l$ and this term survives. For $j=l+\tfrac12$, $\kappa=-(l+1)$ cancels it and leaves $r^{l+2}$. The small component of d$_{3/2}$ thus starts like a p wave and that of d$_{5/2}$ like an f wave.

For the indirect part, let $N(r)$ be the core charge inside $r$. Gauss's law gives $dV_H/dr=-N(r)/r^2$, so a change $\delta N$ produces

$$\delta V_H(r)=\int_r^\infty\frac{\delta N(s)}{s^2}\,ds.$$

If charge moves inward so that $\delta N\ge0$ at every radius, $V_H$ rises inside the core: the nucleus is better screened. A smaller mean radius of a shell does not by itself guarantee this, because $\delta N$ can still be negative over part of the range. Far outside the core $\delta N=0$ and the effect disappears. Exchange responds through $\delta v_x=v_x\,\delta n/(3n)$, which lowers the potential where the density grows and raises it where the density falls. To first order $dV/dx$ is a sum over core shells, so their contributions can be separated.

## Algorithm

```
input: Z, filled shells, rms nuclear radius, step h

function CORE(lambda, starting potential):
    repeat
        for each kappa with filled shells:
            build A and M; find the lowest filled states
        sum the density; solve the radial Poisson equation
        form the new V_H + v_x; mix with earlier iterates
    until the change of potential is below tolerance
    return V

V0 = CORE(lambda0, initial guess)
for s in (+1, -1):
    lambda_s = lambda0*(1 + s*h)
    V_s = CORE(lambda_s, V0)
    for each valence level i:
        full[i,s]     = level i with (lambda_s, V_s)
        direct[i,s]   = level i with (lambda_s, V0)
        indirect[i,s] = level i with (lambda0,  V_s)

for each of the three sets:
    q[i] = (energy[i,+1] - energy[i,-1])/(2*h)
for each transition: q = q[upper] - q[lower]
```

A level is identified by $\kappa$ and its position in the ordered spectrum of that $\kappa$. With configuration mixing this would not suffice: near an avoided crossing states must be followed by their composition, and $h$ must be small compared with the width of the crossing in $x$.

**Eigenvalues.** The spectrum also contains negative-energy states and very high energies. Inversion about a shift $\sigma$ turns the lowest electron levels into the largest eigenvalues of one symmetric matrix, so they can be selected directly. Factor $M=LL^T$ and put $y=L^Tv$. From $(A-\sigma M)v=(\varepsilon-\sigma)Ly$ follows

$$L^T(A-\sigma M)^{-1}L\,y=\mu y,\qquad\mu=\frac{1}{\varepsilon-\sigma}.$$

The choice $\sigma=-Z^2$ lies below 1s: for $0<\alpha Z<1$, $\sqrt{1-\alpha^2Z^2}>1-\alpha^2Z^2$, so the point-nucleus energy $c^2(\sqrt{1-\alpha^2Z^2}-1)$ exceeds $-Z^2$, and screening and nuclear size raise it. Negative-energy states, near and below $-2c^2$, have $\mu<0$. The largest $\mu$ are therefore the lowest electron levels, in order.

**Cost.** With $N$ splines and $N_g$ quadrature points, dense assembly costs $O(N^2N_g)$ and each eigenproblem $O(N^3)$. A central difference needs two self-consistent cores; a third, at $\alpha_0$, supplies the starting potential and the decomposition.

**Step size.** Taylor expansion of $\omega(\pm h)$ gives

$$\frac{\omega(h)-\omega(-h)}{2h}=q+\frac{h^2}{6}\omega'''+O(h^4).$$

If each $\omega$ carries an error up to $\eta$, the quotient carries up to $\eta/h$. Minimizing $|\omega'''|h^2/6+\eta/h$ requires $|\omega'''|h/3=\eta/h^2$, or $h=(3\eta/|\omega'''|)^{1/3}$. Below this step the error bound grows again; its minimum can be lowered by reducing $\eta$, for example through tighter self-consistency.

## Worked example: Ba⁺

The calculation uses $Z=56$ and eleven filled $nl$ shells: 1s–5s, 2p–5p, 3d and 4d. The rms radius follows from the empirical estimate $0.836A^{1/3}+0.570$ fm with $A=138$, which is $9.24\times10^{-5}$ bohr. The basis has degree-7 splines on 60 exponentially spaced intervals out to 40 bohr, and $h=0.1$.

Level derivatives, in hartree, from the three sets of finite differences:

| Level | Direct | Indirect | Full |
|---|---:|---:|---:|
| 6s$_{1/2}$ | −0.0305 | +0.0124 | −0.0181 |
| 6p$_{1/2}$ | −0.0200 | +0.0091 | −0.0109 |
| 6p$_{3/2}$ | −0.0058 | +0.0085 | +0.0027 |
| 5d$_{3/2}$ | −0.0115 | +0.0250 | +0.0135 |
| 5d$_{5/2}$ | −0.0044 | +0.0242 | +0.0197 |

Sums may differ by one in the last digit through rounding. Subtraction gives

$$q(6s_{1/2}\to6p_{1/2})=-0.0109+0.0181=+0.0072,$$
$$q(5d_{3/2}\to6p_{1/2})=-0.0109-0.0135=-0.0244,$$
$$q(5d_{5/2}\to6p_{3/2})=+0.0027-0.0197=-0.0170.$$

These are about $+1.6\times10^3$, $-5.4\times10^3$ and $-3.7\times10^3$ cm⁻¹. The first two transition energies are 0.1112 and 0.1252 hartree, so

$$K=\frac{2(0.0072)}{0.1112}=0.13,\qquad K=\frac{2(-0.0244)}{0.1252}=-0.39.$$

In the model the frequency ratio of these two lines has sensitivity $0.13+0.39=0.52$. These are model values and not predictions for the real ion. The measured lines, at 493 and 650 nm, have energies of 0.0923 and 0.0701 hartree, so the model d–p frequency is about 80% too large. The same $q$ divided by the measured frequencies would give $K=0.16$ and $-0.70$.

### Where the signs come from

For 6s→6p$_{1/2}$ the direct parts differ by $-0.0200+0.0305=+0.0105$ and the indirect parts by $0.0091-0.0124=-0.0033$. The sign comes from the stronger direct lowering of s; the core response reduces it.

For 5d$_{3/2}$→6p$_{1/2}$ the direct difference is $-0.0200+0.0115=-0.0085$ and the indirect difference is $0.0091-0.0250=-0.0159$. Both are negative, and about two thirds of $q$ comes from the core response. For 5d$_{3/2}$→6p$_{3/2}$ the direct difference is positive, $-0.0058+0.0115=+0.0057$, but the indirect one, $0.0085-0.0250=-0.0165$, makes $q=-0.0108$ hartree.

The core-shell decomposition of the indirect part for 5d$_{3/2}$ gives $+0.0132$ from s shells, $+0.0137$ from p shells and $-0.0020$ from d shells. These signs are what a net inward shift of the s and p charge and a net outward shift of the d charge would produce. The shift need not be the same for both $j$ components: the mean radii of the d$_{5/2}$ core shells grow with $\alpha$, while those of the d$_{3/2}$ shells shrink slightly. The same $dV/dx$ acts on all five valence levels. The larger indirect shift of 5d therefore means that its density weights the region of raised potential more strongly than that of 6s or 6p.

The direct part is mostly an inner-core property, though not for every level. The share of its integral from $r<0.11$ bohr is about 95% for 6s and 6p$_{1/2}$, 76% for 5d$_{3/2}$ and 22% for 5d$_{5/2}$. The contrast between the two d levels lies in the direction suggested by the cancellation of the leading term of $DP$ for $j=l+\tfrac12$; the power laws above were derived only inside the nucleus, so this reading is an inference, not a test.

### Numerical error and linearity

For 6s→6p$_{1/2}$, steps $h=0.4,\,0.2,\,0.1$ give 0.0072387, 0.0072260 and 0.0072229 hartree. An $h^2$ error predicts the ratio of successive changes $(0.16-0.04)/(0.04-0.01)=4$; the unrounded values give 4.01. The remaining step error at $h=0.1$ is about one third of the last change, $1\times10^{-6}$ hartree, far below the uncertainty of the physical model.

The derivative must not be confused with the whole relativistic shift. A self-consistent calculation at $\alpha=0$ gives $\omega|_{\alpha=\alpha_0}-\omega|_{\alpha=0}=+0.0065$ hartree for 6s→6p$_{1/2}$, against $q=+0.0072$. For 5d$_{3/2}$→6p$_{1/2}$ the values are $-0.0231$ and $-0.0244$. Extending the tangent to $\alpha=0$ thus overestimates the shifts by about 11% and 6%.

### Lighter ions

The same procedure, with p as the upper state, gives these values in cm⁻¹, rounded:

| Ion | s$_{1/2}$→p$_{1/2}$ | d$_{3/2}$→p$_{1/2}$ |
|---|---:|---:|
| Ca⁺ | +250 | −1000 |
| Sr⁺ | +840 | −2700 |
| Ba⁺ | +1600 | −5400 |

From Ca⁺ to Ba⁺ the magnitudes grow by factors of about 6 and 5. The factor $Z^4$ of the one-electron formula alone would give $(56/20)^4\approx61$. That comparison leaves out the change of principal quantum number and the screening by the core, whose separate roles were not computed.

## Failure modes and limits

**Keeping the core fixed.** Varying $\alpha$ in the valence equation alone gives $-0.0115$ hartree for 5d$_{3/2}$, while the full derivative is $+0.0135$. The d level then moves the wrong way.

**Treating the sign rule as a law.** The two signs require $q_s<q_p<q_d$ for the levels concerned, with p the upper state. Nothing in the equations guarantees this order. Fine structure matters: 6p$_{1/2}$ falls with $\alpha$ while 6p$_{3/2}$ rises. In open-shell atoms, configuration mixing and other valence electrons can alter the order.

**Trusting the d energies too far.** This model puts 5d$_{3/2}$ at $-0.441$ hartree, below 6s at $-0.427$, whereas the ground state of real Ba⁺ is 6s. The relative position of s and d is thus wrong. The same happens in Ca⁺, where the model puts 3d$_{3/2}$ at $-0.541$ below 4s at $-0.502$ hartree. The model also overestimates the Ba⁺ fine-structure splittings: about 2720 cm⁻¹ for 6p and 1470 cm⁻¹ for 5d, against measured values near 1690 and 800 cm⁻¹. The coefficients depend on the exchange term as well. Scaling $v_x$ by 0.7 puts 6s below 5d and changes $q$ from $-5400$ to $-4400$ cm⁻¹ for 5d$_{3/2}$→6p$_{1/2}$ and from $+1600$ to $+1400$ cm⁻¹ for 6s→6p$_{1/2}$, with the signs unchanged. All the coefficients, and the d–p ones above all, should therefore be read for sign and rough size. An accurate prediction needs better exchange, correlation and core polarization, with the same finite-difference procedure around them.

**Neglecting nuclear size.** Of the two levels in 6s→6p$_{1/2}$, 6s is by far the more sensitive to the nuclear radius. Doubling the rms radius changes $q$ for 6s→6p$_{1/2}$ by $-0.7\%$, so the uncertainty of a realistic radius is unimportant at this level of theory.

**Dividing by a small frequency.** When $\omega$ is a small difference of large energies, $K=2q/\omega$ inherits the relative error of $\omega$ even if $q$ is sound. Reporting $q$ separately lets a better value of $\omega$ be used.
